**Numerical tests of the collinear spin dielectric operator**

The program tests $\varepsilon=1-\chi_0K$ for a uniform electron gas in the variables $n=n_\uparrow+n_\downarrow$ and $m=n_\uparrow-n_\downarrow$, where $\chi_0$ is the independent-electron response and $K$ the Hartree plus exchange-correlation kernel. It builds the nonlinear self-consistency map by diagonalizing Bloch Hamiltonians and asserts that its finite-difference Jacobian agrees with the formula at polarizations 0 and 0.6. The largest deviation over six cases is $7\times10^{-7}$, relative to one plus the size of the entry. It also asserts the Lindhard function against its principal-value integral, the small-$q$ expansions, and the equality of the finite eigenvalue with a scaled energy curvature. Real mixing steps reproduce the predicted error factors for plain mixing and for Kerker preconditioning of one or both channels. For the unpolarized gas at $r_s=4$ bohr, with wavevectors from 0.05 to 5 $k_F$, multiplying the predicted error factors at the best step size for each scheme gives 11 steps with Kerker on the charge only and 11612 with Kerker on both channels or on neither. For exchange alone the magnetization branch reaches zero at $r_s=6.03$ bohr, and at $r_s=7$ bohr the magnetization error grows in the actual iteration.

## Numerical check

```python
"""Collinear spin dielectric operator of the density-mixing SCF map.

Result under test, for a uniform gas in (charge n, magnetization m) variables:
  eps = 1 - [[S, D], [D, S]] [[4 pi/q^2 + f_nn, f_nm], [f_nm, f_mm]]
S, D: sum and difference of the spin responses chi_up, chi_dn (negative).
f_nn, f_nm, f_mm: second derivatives of the xc energy density in n and m.
Unpolarized gas: eps_c = 1 - chi0 (4 pi/q^2 + f_nn), eps_m = 1 - chi0 f_mm.
rs: density parameter, zeta = m/n, kf: Fermi wavevector, q: wavevector.
Hartree atomic units throughout.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from pyscf.dft import libxc

PI = np.pi
LSDA = "LDA_X,LDA_C_PW_MOD"
XONLY = "LDA_X,"
NK = 400             # Bloch wavevectors along the modulation
M = 8                # plane waves -M..M along the modulation
NZ = 4 * M + 4       # real-space points per period
THETA = 2 * PI * np.arange(NZ) / NZ
COS = np.cos(THETA)
ORDER = np.arange(-M, M + 1)
DIFF = ORDER[:, None] - ORDER[None, :]


def gas(rs, zeta):
    n = 3 / (4 * PI * rs**3)
    kf = (3 * PI**2 * n) ** (1 / 3)
    return n, kf, kf * (1 + zeta) ** (1 / 3), kf * (1 - zeta) ** (1 / 3)


def xc_eval(xc, n_up, n_dn):
    rho = (np.atleast_1d(n_up).astype(float), np.atleast_1d(n_dn).astype(float))
    exc, vxc, fxc, _ = libxc.eval_xc(xc, rho, spin=1, deriv=2)
    return exc, vxc[0], fxc[0]


def kernel(rs, zeta, xc):
    n = gas(rs, zeta)[0]
    uu, ud, dd = xc_eval(xc, n * (1 + zeta) / 2, n * (1 - zeta) / 2)[2][0]
    return (uu + 2 * ud + dd) / 4, (uu - dd) / 4, (uu - 2 * ud + dd) / 4


def lindhard(x):
    x = np.asarray(x, dtype=float)
    y = np.minimum(np.minimum(x, 1 / x), 1 - 1e-15)
    return 0.5 + (1 - x * x) / (2 * x) * np.arctanh(y)


def chi_spin(q, kf):
    return -kf / (2 * PI**2) * lindhard(q / (2 * kf))


def chi_spin_integral(q, kf):
    """Principal-value perturbation integral over the occupied sphere."""
    if q < 2 * kf:
        val = quad(lambda k: kf**2 - k**2, -kf, kf, weight="cauchy", wvar=-q / 2)[0]
    else:
        val = quad(lambda k: (kf**2 - k**2) / (k + q / 2), -kf, kf)[0]
    return -2 * PI * val / (q * (2 * PI) ** 3)


def dielectric(q, rs, zeta, xc):
    _, _, ku, kd = gas(rs, zeta)
    cu, cd = chi_spin(q, ku), chi_spin(q, kd)
    fnn, fnm, fmm = kernel(rs, zeta, xc)
    chi = np.array([[cu + cd, cu - cd], [cu - cd, cu + cd]])
    return np.eye(2) - chi @ np.array([[4 * PI / q**2 + fnn, fnm], [fnm, fmm]])


def spin_density(v, kf, q):
    """Density of one spin in potential v(z), free motion in the other axes."""
    vg = np.fft.rfft(v).real / NZ
    k = ((np.arange(NK) + 0.5) / NK - 0.5) * q
    h = np.repeat(vg[np.abs(DIFF)][None], NK, axis=0)
    i = np.arange(2 * M + 1)
    h[:, i, i] += (k[:, None] + q * ORDER) ** 2 / 2
    e, c = np.linalg.eigh(h)
    weight = np.maximum(kf**2 / 2 - e, 0) / (2 * PI)
    cw = c * np.sqrt(weight)[:, None, :]
    dm = np.tensordot(cw, cw, axes=([0, 2], [0, 2])) * q / NK / (2 * PI)
    return np.array([np.sum(dm * np.cos(DIFF * t)) for t in THETA])


def scf_output(n, m, q, rs, zeta, xc):
    """Full nonlinear map; the mean spin populations are held fixed."""
    n0, _, ku, kd = gas(rs, zeta)
    g = np.fft.fftfreq(NZ, 1 / NZ) * q
    coul = np.zeros(NZ)
    coul[1:] = 4 * PI / g[1:] ** 2
    vh = np.fft.ifft(coul * np.fft.fft(n)).real
    vxc = xc_eval(xc, (n + m) / 2, (n - m) / 2)[1]
    ref = xc_eval(xc, n0 * (1 + zeta) / 2, n0 * (1 - zeta) / 2)[1][0]
    up = spin_density(vh + vxc[:, 0] - ref[0], ku, q)
    dn = spin_density(vh + vxc[:, 1] - ref[1], kd, q)
    up += n0 * (1 + zeta) / 2 - up.mean()
    dn += n0 * (1 - zeta) / 2 - dn.mean()
    return up + dn, up - dn


def jacobian_fd(q, rs, zeta, xc):
    n0 = gas(rs, zeta)[0]
    a = 1e-5 * n0
    jac = np.zeros((2, 2))
    for col in range(2):
        out = []
        for s in (1, -1):
            n = n0 + s * a * COS * (col == 0)
            m = zeta * n0 + s * a * COS * (col == 1)
            o = scf_output(n, m, q, rs, zeta, xc)
            out.append([2 * np.mean(o[0] * COS), 2 * np.mean(o[1] * COS)])
        jac[:, col] = (np.array(out[0]) - np.array(out[1])) / (2 * a)
    return np.eye(2) - jac


def measured_factors(q, rs, xc, alpha, filter_n, filter_m):
    """Error ratio in the second of two real mixing steps, unpolarized gas."""
    n0, kf, _, _ = gas(rs, 0.0)
    g2 = (np.fft.fftfreq(NZ, 1 / NZ) * q) ** 2
    kerker = g2 / (g2 + 4 * kf / PI)
    n, m = n0 + 1e-6 * n0 * COS, 1e-6 * n0 * COS
    amps = []
    for _ in range(2):
        on, om = scf_output(n, m, q, rs, 0.0, xc)
        rn, rm = on - n, om - m
        if filter_n:
            rn = np.fft.ifft(kerker * np.fft.fft(rn)).real
        if filter_m:
            rm = np.fft.ifft(kerker * np.fft.fft(rm)).real
        n, m = n + alpha * rn, m + alpha * rm
        amps.append([np.mean(n * COS), np.mean(m * COS)])
    return np.array(amps[1]) / np.array(amps[0])


def energy_curvature(rs, zeta, xc):
    """Second derivative of kinetic plus xc energy density in m at fixed n."""
    n0 = gas(rs, zeta)[0]

    def energy(z):
        _, _, ku, kd = gas(rs, z)
        exc = xc_eval(xc, n0 * (1 + z) / 2, n0 * (1 - z) / 2)[0][0]
        return (ku**5 + kd**5) / (20 * PI**2) + n0 * exc
    h = 2e-3
    return (energy(zeta + h) - 2 * energy(zeta) + energy(zeta - h)) / (h * n0) ** 2


rs = 4.0
n0, kf, _, _ = gas(rs, 0.0)
ktf2 = 4 * kf / PI
fnn, fnm, fmm = kernel(rs, 0.0, LSDA)
print(f"rs = {rs:.1f} bohr, density = {n0:.6f} bohr^-3, kF = {kf:.5f} bohr^-1")
print(f"kTF^2 = {ktf2:.5f} bohr^-2, kF/pi^2 = {kf/PI**2:.6f} hartree^-1 bohr^-3")
print(f"f_nn = {fnn:.4f}, f_mm = {fmm:.4f} hartree bohr^3")
assert abs(fnm) < 1e-8

# Lindhard function against its defining integral
for r in (0.1, 0.7, 1.5, 2.5):
    assert abs(chi_spin_integral(r * kf, kf) / chi_spin(r * kf, kf) - 1) < 1e-7

# local exchange kernel in both channels
fx = kernel(rs, 0.0, XONLY)
assert abs(fx[0] * kf**2 / PI + 1) < 1e-6 and abs(fx[2] * kf**2 / PI + 1) < 1e-6
print(f"exchange-only f_nn = f_mm = {fx[2]:.4f} hartree bohr^3")

print("branches: q/kF, chi0 (hartree^-1 bohr^-3), eps_c, eps_m")
for r in (0.05, 0.1, 0.3, 0.7, 1.5, 2.5):
    e = dielectric(r * kf, rs, 0.0, LSDA)
    print(f"  {r:.2f}  {2*chi_spin(r*kf, kf):.6f}  {e[0, 0]:.4f}  {e[1, 1]:.5f}")

# small-q expansion of both branches
qs = 0.01 * kf
e = dielectric(qs, rs, 0.0, LSDA)
const_c = 1 - 1 / (3 * PI * kf) + kf / PI**2 * fnn
em0 = 1 + kf / PI**2 * fmm
assert abs(e[0, 0] - ktf2 / qs**2 - const_c) < 1e-4
assert abs(e[1, 1] - em0) < 1e-4
print(f"small q: constant in eps_c = {const_c:.5f}, eps_m(0) = {em0:.5f}")
print(f"exchange-only eps_m(0) = {1 - 1/(PI*kf):.5f}")

# matrix against finite differences of the nonlinear SCF map
worst = 0.0
for zeta in (0.0, 0.6):
    for r in (0.3, 0.7, 2.5):
        num = jacobian_fd(r * kf, rs, zeta, LSDA)
        ana = dielectric(r * kf, rs, zeta, LSDA)
        err = np.max(np.abs(num - ana) / (1 + np.abs(ana)))
        worst = max(worst, err)
        assert err < 2e-4, (zeta, r, num, ana)
        if r == 0.3:
            print(f"zeta = {zeta:.1f}, q = 0.3 kF: entries nn, nm, mn, mm")
            print("  SCF map: " + "  ".join(f"{x:.4f}" for x in num.ravel()))
            print("  formula: " + "  ".join(f"{x:.4f}" for x in ana.ravel()))
print(f"largest scaled deviation, six cases = {worst:.1e}")

# finite and divergent eigenvalues as q -> 0
for zeta in (0.0, 0.6):
    _, _, ku, kd = gas(rs, zeta)
    q = 1e-3 * kf
    cu, cd = chi_spin(q, ku), chi_spin(q, kd)
    s, d = cu + cd, cu - cd
    _, gnm, gmm = kernel(rs, zeta, LSDA)
    eps = dielectric(q, rs, zeta, LSDA)
    lam, vec = np.linalg.eig(eps)
    assert np.max(np.abs(np.imag(lam))) == 0
    big, small = np.argmax(lam), np.argmin(lam)
    limit = 1 - 4 * gmm * cu * cd / s
    nu, nd = ku / (2 * PI**2), kd / (2 * PI**2)
    from_energy = 4 * nu * nd / (nu + nd) * energy_curvature(rs, zeta, LSDA)
    assert abs(lam[small] - limit) < 1e-4
    assert abs(from_energy - limit) < 1e-4
    assert abs(lam[big] / (-4 * PI * s / q**2) - 1) < 1e-4
    assert abs(vec[1, big] / vec[0, big] - d / s) < 1e-4
    assert abs(vec[0, small] / vec[1, small]) < 1e-4
    print(f"zeta = {zeta:.1f}, q -> 0: finite eigenvalue = {limit:.5f}, "
          f"from energy = {from_energy:.5f}")
    print(f"  divergent one times q^2 = {-4*PI*s:.5f} bohr^-2, "
          f"its m/n ratio = {d/s:.5f}")

# polarized gas: charge-only Kerker against inverse of the rank-one part
entries = []
for r in (0.01, 0.001):
    q = r * kf
    pe = np.diag([q**2 / (q**2 + ktf2), 1.0]) @ dielectric(q, rs, 0.6, LSDA)
    entries.append(pe[1, 0])
    ev = np.linalg.eigvals(pe)
    assert np.max(np.abs(ev)) < 2
    print(f"zeta = 0.6, Kerker on n, q = {r} kF: mn entry = {pe[1, 0]:.4e}, "
          f"eigenvalues = {min(ev.real):.4f}, {max(ev.real):.4f}")
assert abs(entries[1] / entries[0] / 100 - 1) < 1e-2
vc = 4 * PI / q**2
inverse = np.eye(2) + vc / (1 - vc * s) * np.array([[s, 0], [d, 0]])
cured = inverse @ dielectric(q, rs, 0.6, LSDA)
c = 4 * cu * cd / s
assert np.allclose(cured, [[1, 0], [-c * gnm, 1 - c * gmm]], atol=1e-4)
print("  rank-one inverse, entries nn, nm, mn, mm: "
      + "  ".join(f"{x + 0.0:.4f}" for x in np.round(cured, 4).ravel()))

# real mixing steps against 1 - alpha P eps
alpha, q = 0.5, 0.3 * kf
p = q**2 / (q**2 + ktf2)
e = np.diag(dielectric(q, rs, 0.0, LSDA))
print(f"mixing at q = 0.3 kF, alpha = {alpha}: error factors of n and m")
for name, fn, fm in (("plain", 0, 0), ("Kerker on n and m", 1, 1),
                     ("Kerker on n only", 1, 0)):
    pred = 1 - alpha * np.array([p if fn else 1, p if fm else 1]) * e
    meas = measured_factors(q, rs, LSDA, alpha, fn, fm)
    assert np.all(np.abs(meas - pred) < 1e-3 * (1 + np.abs(pred))), (meas, pred)
    print(f"  {name}: SCF {meas[0]:.4f}, {meas[1]:.4f}; "
          f"formula {pred[0]:.4f}, {pred[1]:.4f}")

# whole spectrum of a cell with smallest wavevector 0.05 kF
qq = 0.05 * kf * np.arange(1, 101)
chi0 = 2 * chi_spin(qq, kf)
lc, lm = 1 - chi0 * (4 * PI / qq**2 + fnn), 1 - chi0 * fmm
pk = qq**2 / (qq**2 + ktf2)
print("cell with q = 0.05 kF to 5 kF, best alpha, error reduced by 1e6:")
for name, lam in (("plain", np.r_[lc, lm]),
                  ("Kerker on n and m", np.r_[pk * lc, pk * lm]),
                  ("Kerker on n only", np.r_[pk * lc, lm])):
    lo, hi = lam.min(), lam.max()
    assert lo > 0
    best = 2 / (lo + hi)
    err, count = np.ones_like(lam), 0
    while np.max(np.abs(err)) > 1e-6:
        err *= 1 - best * lam
        count += 1
    estimate = np.log(1e6) / np.log((hi + lo) / (hi - lo))
    assert abs(count - estimate) <= 1.001
    print(f"  {name}: min {lo:.5f}, max {hi:.4f}, ratio {hi/lo:.3f}, "
          f"alpha {best:.5f}, steps {count}")

# exchange-only instability
rc = brentq(lambda r: 1 + gas(r, 0)[1] / PI**2 * kernel(r, 0.0, XONLY)[2], 2, 12)
assert abs(rc / (PI * (9 * PI / 4) ** (1 / 3)) - 1) < 1e-6
k7 = gas(7.0, 0.0)[1]
em7 = dielectric(0.3 * k7, 7.0, 0.0, XONLY)[1, 1]
grow = measured_factors(0.3 * k7, 7.0, XONLY, alpha, 1, 0)[1]
assert em7 < 0 and grow > 1 and abs(grow - (1 - alpha * em7)) < 1e-3
assert energy_curvature(7.0, 0.0, XONLY) < 0 < energy_curvature(5.0, 0.0, XONLY)
print(f"exchange-only: eps_m(0) = 0 at rs = {rc:.4f} bohr")
print(f"exchange-only rs = 7 bohr, q = 0.3 kF: eps_m = {em7:.5f}, "
      f"m error factor: SCF {grow:.5f}, formula {1 - alpha*em7:.5f}")
print("OK")
```

Output:

```
rs = 4.0 bohr, density = 0.003730 bohr^-3, kF = 0.47979 bohr^-1
kTF^2 = 0.61089 bohr^-2, kF/pi^2 = 0.048613 hartree^-1 bohr^-3
f_nn = -15.3103, f_mm = -7.5813 hartree bohr^3
exchange-only f_nn = f_mm = -13.6473 hartree bohr^3
branches: q/kF, chi0 (hartree^-1 bohr^-3), eps_c, eps_m
  0.05  -0.048603  1061.5330  0.63153
  0.10  -0.048572  265.4097  0.63176
  0.30  -0.048247  29.5252  0.63423
  0.70  -0.046576  5.4758  0.64689
  1.50  -0.038102  1.3411  0.71114
  2.50  -0.012290  0.9192  0.90683
small q: constant in eps_c = 0.03458, eps_m(0) = 0.63145
exchange-only eps_m(0) = 0.33656
zeta = 0.0, q = 0.3 kF: entries nn, nm, mn, mm
  SCF map: 29.5252  0.0000  0.0000  0.6342
  formula: 29.5252  0.0000  0.0000  0.6342
zeta = 0.6, q = 0.3 kF: entries nn, nm, mn, mm
  SCF map: 28.1274  0.0415  6.3925  0.6406
  formula: 28.1274  0.0415  6.3925  0.6406
largest scaled deviation, six cases = 7.1e-07
zeta = 0.0, q -> 0: finite eigenvalue = 0.63145, from energy = 0.63145
  divergent one times q^2 = 0.61089 bohr^-2, its m/n ratio = -0.00000
zeta = 0.6, q -> 0: finite eigenvalue = 0.62702, from energy = 0.62702
  divergent one times q^2 = 0.58230 bohr^-2, its m/n ratio = 0.22702
zeta = 0.6, Kerker on n, q = 0.01 kF: mn entry = 5.7427e+03, eigenvalues = 0.6095, 0.9806
zeta = 0.6, Kerker on n, q = 0.001 kF: mn entry = 5.7427e+05, eigenvalues = 0.6095, 0.9806
  rank-one inverse, entries nn, nm, mn, mm: 1.0000  0.0000  0.1259  0.6270
mixing at q = 0.3 kF, alpha = 0.5: error factors of n and m
  plain: SCF -13.7626, 0.6829; formula -13.7626, 0.6829
  Kerker on n and m: SCF 0.5158, 0.9896; formula 0.5158, 0.9896
  Kerker on n only: SCF 0.5158, 0.6829; formula 0.5158, 0.6829
cell with q = 0.05 kF to 5 kF, best alpha, error reduced by 1e6:
  plain: min 0.63153, max 1061.5330, ratio 1680.896, alpha 0.00188, steps 11612
  Kerker on n and m: min 0.00059, max 0.9991, ratio 1680.896, alpha 2.00063, steps 11612
  Kerker on n only: min 0.57319, max 0.9991, ratio 1.743, alpha 1.27203, steps 11
exchange-only: eps_m(0) = 0 at rs = 6.0292 bohr
exchange-only rs = 7 bohr, q = 0.3 kF: eps_m = -0.15227, m error factor: SCF 1.07613, formula 1.07613
OK
```
